\section*{Second Variation for Spin-Orbit Coupling and Its Upper Bounds}

\section{The operator and the basis}

\textit{Q.} You want to add spin-orbit coupling after solving a problem without it. Where does the division into two operators come from? It looks like a matter of taste.

\textit{A.} It follows from the Dirac equation. In atomic units, with the rest energy removed, the upper and lower two-spinors $\varphi,\chi$ obey
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\varphi, &
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi&=E\chi .
\end{align}
The second equation gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+E-V)$. Putting this into the first gives
\begin{equation}
\Big[\boldsymbol\sigma\cdot\mathbf p\,\frac1{2m}\,\boldsymbol\sigma\cdot\mathbf p+V\Big]\varphi=E\varphi,\qquad m=1+\frac{E-V}{2c^2}.
\end{equation}
I now make one approximation: $E$ inside $m$ is fixed at zero, the interstitial potential. Then $m=1-V/2c^2$, the operator is linear and Hermitian, and its eigenfunctions are orthogonal in the norm of $\varphi$ alone. To first order in $E/2c^2$ the neglected energy dependence of $m$ is the contribution of $\chi$ to the norm, so leaving $\chi$ out of the norm is the same step, not a second one.

Let $f=1/2m$. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot f\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times f\mathbf p)
=\mathbf p\cdot f\mathbf p+\boldsymbol\sigma\cdot(\nabla f\times\mathbf p),
\end{equation}
because $\mathbf p=-i\nabla$ acts on $f$ to give $-i\nabla f$, while $\mathbf p\times\mathbf p=0$. For a spherical potential $m'=-V'/2c^2$, so $f'=-m'/2m^2=V'/4m^2c^2$. With $\mathbf r\times\mathbf p=\mathbf L$,
\begin{equation}
H_{\rm SR}=\mathbf p\cdot\frac1{2m}\mathbf p+V,\qquad
H_{\rm SO}=\xi(r)\,\boldsymbol\sigma\cdot\mathbf L,\qquad
\xi=\frac{V'}{4m^2c^2r}.
\label{eq:split}
\end{equation}
The first operator is scalar-relativistic and does not act on spin. An exchange field along $z$ may be added to it; the spins then have different Hamiltonians $H^\uparrow,H^\downarrow$ but remain uncoupled.

\textit{Q.} An LAPW function is a plane wave in one region and something else in another. What is the matrix of $H_{\rm SO}$?

\textit{A.} Take one sphere of radius $R$ per cell of volume $\Omega$, and a constant potential outside it that joins the sphere potential continuously (a step would add a surface term to $H_{\rm SO}$). There $V'=0$, so $H_{\rm SO}$ acts inside the sphere. With $\mathbf K$ a reciprocal vector plus the crystal momentum, the function inside is
\begin{equation}
\phi_{\mathbf K}=\Omega^{-1/2}\sum_l i^l(2l+1)P_l(\hat{\mathbf K}\cdot\hat{\mathbf r})f_{l\mathbf K}(r),\qquad
f_{l\mathbf K}=a_{l\mathbf K}u_l+b_{l\mathbf K}\dot u_l .
\end{equation}
Here $u_l$ is the scalar-relativistic radial solution at a chosen linearization energy and $\dot u_l$ its energy derivative. The coefficients follow from matching the plane wave: $f_{l\mathbf K}(R)=j_l(KR)$ and $f'_{l\mathbf K}(R)=Kj_l'(KR)$.

Since $\mathbf L=-i\mathbf r\times\nabla$ and $\mathbf r\times\nabla(\hat{\mathbf K}'\cdot\hat{\mathbf r})=\hat{\mathbf r}\times\hat{\mathbf K}'$,
\begin{equation}
\mathbf L\,P_l(\hat{\mathbf K}'\cdot\hat{\mathbf r})=-iP_l'(\hat{\mathbf K}'\cdot\hat{\mathbf r})\,\hat{\mathbf r}\times\hat{\mathbf K}' .
\end{equation}
This is still a combination of harmonics of degree $l$. For any such function $Y$, the addition theorem gives $\int P_l(\hat{\mathbf K}\cdot\hat{\mathbf r})Y(\hat{\mathbf r})\,d\hat{\mathbf r}=4\pi Y(\hat{\mathbf K})/(2l+1)$. One factor $2l+1$ cancels, different $l$ do not mix, and the phases $i^l$ drop out:
\begin{equation}
X_{\mathbf K\mathbf K'}=-\frac{4\pi i}{\Omega}\sum_l(2l+1)P_l'(\hat{\mathbf K}\cdot\hat{\mathbf K}')\,
\boldsymbol\sigma\cdot(\hat{\mathbf K}\times\hat{\mathbf K}')\int_0^R f_{l\mathbf K}f_{l\mathbf K'}\,\xi\,r^2dr .
\end{equation}
Exchanging $\mathbf K$ and $\mathbf K'$ reverses the cross product, and complex conjugation reverses $-i$, so $X$ is Hermitian. The $l=0$ term vanishes because $P_0'=0$.

\section{The second variation}

\textit{Q.} With $M$ functions per spin you could diagonalize everything at once. What do you do instead?

\textit{A.} The direct problem has dimension $2M$ and a non-unit overlap:
\begin{equation}
(\mathcal H+X)c=\lambda\,\mathcal S c,\qquad
\mathcal H=\begin{pmatrix}H^\uparrow&0\\0&H^\downarrow\end{pmatrix},\quad
\mathcal S=\begin{pmatrix}S&0\\0&S\end{pmatrix}.
\label{eq:full}
\end{equation}
I assume linearly independent functions, so $S$ is positive definite, and the same functions for both spins. If the radial functions depend on spin, as they usually do in spin-polarized LAPW, the two blocks are $S^\uparrow$ and $S^\downarrow$, and every step below holds with $S^\sigma$ in place of $S$. First solve each spin without $X$:
\begin{equation}
H^\sigma C^\sigma=SC^\sigma\varepsilon^\sigma,\qquad C^{\sigma\dagger}SC^\sigma=1 .
\end{equation}
Keep the $N$ lowest columns of each $C^\sigma$, and place them in a block-diagonal matrix $T_N$ with $2M$ rows and $2N$ columns. Restrict the trial vector to $c=T_Nd$. Its energy is
\begin{equation}
\frac{c^\dagger(\mathcal H+X)c}{c^\dagger\mathcal Sc}
=\frac{d^\dagger T_N^\dagger(\mathcal H+X)T_Nd}{d^\dagger T_N^\dagger\mathcal ST_Nd}.
\end{equation}
The first-step equations give $T_N^\dagger\mathcal ST_N=1$ and $T_N^\dagger\mathcal HT_N=\varepsilon$, a diagonal matrix. Making the quotient stationary with respect to $d^\dagger$ therefore gives
\begin{equation}
A_Nd=\mu d,\qquad
(A_N)_{n\sigma,n'\sigma'}=\varepsilon_{n\sigma}\delta_{nn'}\delta_{\sigma\sigma'}
+\langle n\sigma|H_{\rm SO}|n'\sigma'\rangle .
\label{eq:sv}
\end{equation}
This is a standard eigenproblem of dimension $2N$. Without exchange, $\varepsilon_{n\uparrow}=\varepsilon_{n\downarrow}=\varepsilon_n$.

\textit{Q.} In a magnet the up and down spatial functions differ and are not orthogonal to each other. Should their overlap not appear?

\textit{A.} No. The overlap of two spinors is the spatial overlap times $\langle\sigma|\sigma'\rangle=\delta_{\sigma\sigma'}$. For opposite spins the second factor is zero, whatever the first is. The different spatial functions do enter the spin-flip elements of $H_{\rm SO}$, which must be computed with an up function on one side and a down function on the other.

\section{Why the levels lie too high}

\textit{Q.} For the lowest level I accept an upper bound. But spin-orbit coupling moves some levels up and others down. Why should the fifth or the twentieth obey one?

\textit{A.} The direction in which $H_{\rm SO}$ moves a level is irrelevant, because both calculations contain $H_{\rm SO}$. They differ in the space of trial vectors. If all columns are kept, $T_M$ is invertible and turns \eqref{eq:full} into a standard problem for $A=T_M^\dagger(\mathcal H+X)T_M$ with the same eigenvalues $\lambda_1\le\dots\le\lambda_{2M}$. The matrix $A_N$ is a diagonal block of $A$.

The argument needs the min-max principle,
\begin{equation}
\lambda_k=\min_{\dim U=k}\ \max_{0\ne v\in U}\frac{v^\dagger Av}{v^\dagger v}.
\label{eq:minmax}
\end{equation}
To prove it, let $v_j$ be orthonormal eigenvectors of $A$. The span of $v_k,\dots,v_{2M}$ has dimension $2M-k+1$. Added to $\dim U=k$ this makes $2M+1$, one more than the whole space has, so the two subspaces share a nonzero vector $v=\sum_{j\ge k}\alpha_jv_j$. Its quotient is $\sum_{j\ge k}\lambda_j|\alpha_j|^2/\sum_{j\ge k}|\alpha_j|^2\ge\lambda_k$. Hence the maximum over any $U$ is at least $\lambda_k$. The choice $U={\rm span}(v_1,\dots,v_k)$ reaches $\lambda_k$, which proves \eqref{eq:minmax}.

The same principle holds for $A_N$, with $U$ confined to the kept space. A minimum over fewer subspaces cannot be lower, so
\begin{equation}
\mu_k(N)\ge\lambda_k,\qquad k=1,\dots,2N .
\label{eq:bound}
\end{equation}

\textit{Q.} Does increasing $N$ then improve every level?

\textit{A.} It cannot raise any ordered level, since the smaller kept space lies inside the larger one: $\mu_k(N+1)\le\mu_k(N)$. A level may stay where it is. At $N=M$ nothing has been discarded and $\mu_k=\lambda_k$.

There is also a limit from the other side. The ascending eigenvalues of $-A$ are $-\lambda_{2M+1-j}$, and those of $-A_N$ are $-\mu_{2N+1-j}$. Applying \eqref{eq:bound} to $-A$ gives $-\mu_{2N+1-j}\ge-\lambda_{2M+1-j}$. With $k=2N+1-j$,
\begin{equation}
\lambda_k\le\mu_k(N)\le\lambda_{k+2(M-N)} .
\end{equation}

\textit{Q.} I do not see where you used the fact that the kept states are the lowest.

\textit{A.} The bound does not need it; any $N$ columns would do. The choice matters for the size of the excess $\mu_k-\lambda_k$.

\section{How large the excess can be}

\textit{Q.} A bound that may be wrong by any amount is little comfort. Can you limit the excess?

\textit{A.} Yes, for levels below the discarded block. Write
\begin{equation}
A=\begin{pmatrix}A_N&B\\B^\dagger&D\end{pmatrix}.
\end{equation}
The scalar-relativistic part is diagonal, so $B$ contains nothing but $H_{\rm SO}$ between kept and discarded states. Let $q$ be the lowest eigenvalue of $D$ and suppose $\lambda_k<q$. Then $D-\lambda_k$ is positive definite. Completing the square, which is an invertible change of variables, turns the quadratic form of $A-\lambda_k$ into the sum of those of $D-\lambda_k$ and
\begin{equation}
A_N-G-\lambda_k,\qquad G=B(D-\lambda_k)^{-1}B^\dagger .
\end{equation}
Such a change preserves the numbers of negative and zero eigenvalues (Sylvester's law of inertia). $A-\lambda_k$ has at least $k$ eigenvalues that are not positive, and $D-\lambda_k$ has none. Therefore the $k$-th eigenvalue of $A_N-G$ is at most $\lambda_k$.

The largest eigenvalue of $G$ is at most $\|B\|^2/(q-\lambda_k)$, where $\|B\|$ is the largest singular value. Subtracting $G$ lowers every quotient in the min-max principle, and so every ordered eigenvalue, by no more than this. Thus
\begin{equation}
0\le\mu_k-\lambda_k\le\frac{\|B\|^2}{q-\lambda_k}.
\label{eq:limit}
\end{equation}
Keeping the lowest states makes the denominator large for the levels of interest. If $\lambda_k\ge q$, this argument gives no limit.

\textit{Q.} That is a worst case. What is the leading value?

\textit{A.} For weak coupling, replace $D$ by the discarded scalar energies $\varepsilon_a$ and $\lambda_k$ by $\mu_k$ in $G$, and take the expectation value of $G$ in the kept eigenvector $|k\rangle$:
\begin{equation}
\mu_k-\lambda_k\simeq\sum_{a\ \rm discarded}\frac{|\langle a|H_{\rm SO}|k\rangle|^2}{\varepsilon_a-\mu_k}.
\label{eq:second}
\end{equation}
This is quadratic in $H_{\rm SO}$. It requires the coupling to be small compared with the gap to the discarded states, and $G$ to be small compared with the spacing of the kept levels it mixes. For a degenerate $\mu_k$ one must in general diagonalize $G$ within the degenerate set. For a single Kramers pair, time reversal makes $G$ a multiple of the unit matrix there, and \eqref{eq:second} can be used directly.

\section{A crystal with a split $p$ level}

\textit{Q.} Show me a case in which the excess is visible.

\textit{A.} Take a model simple-cubic crystal with lattice constant 3.4~\AA\ and sphere radius 1.65~\AA. Each sphere holds a nuclear charge 52, screened by a prescribed function; there is no self-consistency and no exchange field. At zero crystal momentum the basis has $M=81$ functions per spin, so the full problem has dimension 162. The sum over $l$ is cut at $l=9$; carrying it to $l=16$ raises the full-basis doublet below by 0.0002~eV and leaves the excess at $N=13$ unchanged to the digits shown.

The second and third lowest scalar levels, counting a degenerate set once, are a triplet at 1.082~eV and a single level at 6.09~eV. The triplet has 90\% of its norm in the $p$ channel of the sphere.

\textit{Q.} What should $H_{\rm SO}$ do to that triplet by itself?

\textit{A.} Its three states can be chosen real and transforming like $x,y,z$. Write $H_{\rm SO}=\sum_c\sigma_cX_c$. Each $X_c=\xi L_c$ is Hermitian and imaginary, hence antisymmetric in real states. The twofold rotations leave only elements $\langle a|X_c|b\rangle$ with $a,b,c$ all different, and the threefold rotations make them equal in size. So $\langle a|X_c|b\rangle=-i(\zeta/2)\epsilon_{cab}$. The matrices $(\ell_c)_{ab}=-i\epsilon_{cab}$ are those of angular momentum one, and with $\mathbf s=\boldsymbol\sigma/2$
\begin{equation}
H_{\rm SO}\to\zeta\,\boldsymbol\ell\cdot\mathbf s=\frac\zeta2\Big[j(j+1)-2-\frac34\Big].
\end{equation}
This gives a doublet at $-\zeta$ for $j=1/2$ and a quartet at $+\zeta/2$ for $j=3/2$. The computed $\zeta=0.8593$~eV places them at $1.0821-0.8593=0.2228$~eV and $1.0821+0.4296=1.5117$~eV.

\textit{Q.} And when more states are kept?

\textit{A.} All entries below are in eV. The digits serve only to compare values of $N$ within this one basis; a better basis moves the doublet and the splitting by about 0.2~eV, as the last section shows.
\begin{center}
\begin{tabular}{rcccc}
$N$ & doublet & quartet & splitting & doublet excess\\
4 & 0.2228 & 1.5117 & 1.2889 & 0.0178\\
13 & 0.2105 & 1.5084 & 1.2979 & 0.0055\\
20 & 0.2105 & 1.5084 & 1.2979 & 0.0055\\
30 & 0.2067 & 1.5075 & 1.3008 & 0.0018\\
61 & 0.2061 & 1.5074 & 1.3013 & 0.0011\\
81 & 0.2050 & 1.5071 & 1.3021 & 0
\end{tabular}
\end{center}
Both levels descend to the full result, as \eqref{eq:bound} and monotonicity require.

\textit{Q.} Seven more states per spin, from 13 to 20, changed nothing. Is that an error?

\textit{A.} It is allowed, and symmetry is the reason. $H_{\rm SO}$ commutes with inversion, and the triplet is odd, so the even states 17, 18 and 20 cannot couple to it. State 19 is odd and transforms like $xyz$; its spinors belong to a cubic representation different from those of the doublet and the quartet, so it does not couple either. States 14 to 16 are an odd, $f$-like triplet with no $p$ part. Cubic symmetry forbids their coupling to the doublet and allows one to the quartet through the small higher-$l$ part of the $p$ triplet; it lowers the quartet by about $10^{-8}$~eV, below the digits shown. By contrast, going from 4 to 13 brings in a triplet at 17.58~eV with $p$ weight 0.14; the other states added in that step are even and do not couple, so this triplet accounts for the whole drop.

\textit{Q.} Does the limit on the excess hold up at $N=13$?

\textit{A.} There $\|B\|=0.6059$~eV and $q=18.969$~eV, so \eqref{eq:limit} gives
\begin{equation}
\frac{(0.6059\ {\rm eV})^2}{(18.969-0.205)\ {\rm eV}}=0.0196\ {\rm eV}.
\end{equation}
The true excess is 0.00553~eV and the sum \eqref{eq:second} gives 0.00550~eV. With $H_{\rm SO}$ reduced tenfold the excess becomes $5.46\times10^{-5}$~eV, about a hundred times smaller, as a quadratic law demands.

\section{What the bound does not cover}

\textit{Q.} The splitting rose with $N$ while both levels fell. So it is not bounded from above?

\textit{A.} Correct. A difference of two upper bounds is not a bound. Here the doublet has the larger excess, so the truncated splitting is too small; \eqref{eq:bound} does not fix that sign in general.

\textit{Q.} May I at least say that the true Dirac level lies below $\mu_k$?

\textit{A.} Not from \eqref{eq:bound} alone, which compares two bases for the same linear operator at the same potential. Fixing the energy in $m$ changes the operator, and the sign of that error depends on the level. The factor $1/2m=c^2/(2c^2+E-V)$ falls as $E$ rises, so the operator falls with it. A Dirac level $E$ is an eigenvalue of the operator built with that same $E$; hence it lies below the corresponding exact level of the linear operator when $E>0$ and above it when $E<0$. Nor does \eqref{eq:bound} pass to the individual levels of a self-consistent calculation, since the truncated and the full calculation then end at different potentials. The total energy is another matter: for a fixed basis and a variational energy functional the truncated orbitals are admissible trial orbitals, so their energy cannot lie below the full-basis minimum. That argument needs the radial functions and $m$, which here depend on the potential, to be held fixed.

Within one operator, enlarging the full basis can only lower its ordered levels, by the same min-max argument, so $\mu_k$ remains an upper bound to the $k$-th level counted from the bottom, provided the basis functions are continuous at the sphere surface. Cutting the sum over $l$ too early breaks that continuity and can push levels down: with $l\le6$ the full-basis doublet lies at 0.2006~eV, below the 0.2052~eV of the converged sum. That count includes any core levels the larger basis can hold. In the example the potential binds $p$ core levels more than 100~eV below zero, which the 81 functions do not describe, so the third level of the complete operator is a core level and the argument does not place the doublet above the exact valence level. But a larger $N$ cannot supply what the $M$ functions lack. They let the mixture of $u_1$ and $\dot u_1$ differ between $j=1/2$ and $j=3/2$, but they do not contain the radial solutions proper to each $j$. With such solutions, linearized near the levels, the example gives the doublet at $-0.03$~eV, the quartet at 1.45~eV and a splitting of 1.48~eV instead of 1.30~eV; these values move by about 0.001~eV when $M$ is raised from 81 to 257.

\textit{Q.} Then is convergence in $N$ the main concern in your example?

\textit{A.} Not at $N=13$. Raising all linearization energies by 1~eV moves the scalar triplet by 0.058~eV, about ten times the doublet's excess. The $p$ linearization energy used for the table is 8~eV, 7~eV above the triplet. Moving the odd-$l$ energies to 1~eV puts the triplet at 1.005~eV, $\zeta$ at 0.927~eV, the full doublet at 0.063~eV and the splitting at 1.40~eV, while the excess at $N=13$ becomes 0.0038~eV. That excess grows to 0.0046~eV at $M=171$. With the original energies, enlarging the basis to $M=171$ lowers the doublet to 0.174~eV and raises the excess to 0.0066~eV, and $M=257$ gives 0.164~eV and 0.0071~eV, so neither value has converged in $M$. Agreement with the full 162-dimensional problem therefore does not certify the basis.

\textit{Q.} Your crystal has equal spatial functions for both spins. Was the magnetic case left to the proof?

\textit{A.} The numerical check covers it too. At a general crystal momentum, with a 1~eV exchange splitting inside the spheres, overlaps between unlike up and down spatial states reach 0.02 among the lowest four states, 0.17 among the lowest thirteen, and 0.39 for a close pair near 71~eV. These values use the same radial functions for both spins. The two-sided bounds and the monotonic descent hold there for every $N$ from 1 to 81. They also hold when each spin has its own radial functions, although the two overlap matrices then differ by about 10\% and low levels move by up to 0.05~eV.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 3.4 angstrom, sphere radius 1.65 angstrom
nuclear charge 52, screening length 0.53 angstrom, screening factor 5.0
linearization energies: s -4.0 eV, other l 8.0 eV; lmax 9
LAPW functions per spin M = 81, full problem size 162
operator identity error 8.5e-140 (atomic units)
angular formula error 9.1e-07 (dimensionless)
empty lattice: level 13.01142 eV, error 1.4e-08 eV
scalar levels at zone centre: first index, degeneracy, eV, p weight
    1  1   -12.63540 -0.0000
    2  3     1.08206  0.8994
    5  1     6.09139  0.0000
    6  2     9.30307 -0.0000
    8  3    17.58464  0.1360
   11  3    18.92925 -0.0000
   14  3    18.97157 -0.0000
   17  2    22.93582  0.0000
chosen triplet: scalar states 2 to 4, 1.08206 eV
triplet shift, linearization energies +1 eV: 0.05833 eV
triplet alone: zeta = 0.85927 eV, splitting 1.28890 eV
followed spinor levels: numbers 3 and 8 in ascending order
N, 2N, lower eV, upper eV, difference eV, excess lower eV, upper eV
    4    8    0.222792    1.511696  1.288904   0.017829   0.004601
   13   26    0.210496    1.508444  1.297948   0.005534   0.001350
   20   40    0.210496    1.508444  1.297948   0.005534   0.001350
   30   60    0.206730    1.507518  1.300787   0.001767   0.000423
   45   90    0.206680    1.507505  1.300825   0.001717   0.000411
   61  122    0.206069    1.507358  1.301290   0.001106   0.000264
   81  162    0.204963    1.507094  1.302131  -0.000000   0.000000
full basis: lower 0.204963 eV, upper 1.507094 eV
excess analysis at N = 13, lower followed level:
  coupling norm ||B|| 0.60586 eV, lowest discarded-block level 18.96873 eV
  rigorous limit 0.019563 eV
  true excess 0.005534 eV, second-order sum 0.005500 eV
  H_SO times 0.1: excess 5.4597e-05 eV, sum 5.4563e-05 eV
general k = (0.1, 0.2, 0.3) 2pi/a, exchange splitting 1.0 eV in spheres: bounds hold
  largest overlap of unlike up and down spatial states 0.3928
\end{verbatim}
